# Why one attenuation length is not the 95 percent information depth: test program

```python
"""
Result under test: in a uniform solid the outermost depth d supplies the
fraction 1 - exp(-d/L) of the no-loss photoelectron signal at normal emission.
Thus one attenuation length L supplies 63 percent, and three supply 95 percent.

Symbols (atomic units inside the program):
  E      kinetic energy inside the solid
  W      absorption strength; the potential in the solid is -i W
  U      potential step from the solid up to vacuum
  L      attenuation length, Re(k)/(2 W), with k*k = 2 (E + i W)
  theta  emission angle inside the solid, measured from the surface normal
The test side solves the Schroedinger equation on a grid and sums intensities
over emitter depth. It does not assume exponential decay in the solid.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solve_banded

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_A = constants.physical_constants["Bohr radius"][0] / constants.angstrom

energy_ev, loss_ev, step_ev = 1000.0, 2.0, 10.0
substrate_loss_ev, film_a, angle_deg = 3.0, 40.0, 60.0
E = energy_ev / HARTREE_EV
W = loss_ev / HARTREE_EV
U = step_ev / HARTREE_EV
W_substrate = substrate_loss_ev / HARTREE_EV
film = film_a / BOHR_A
theta = np.radians(angle_deg)
GRID = 0.005
VACUUM_POINTS = 400

# Attenuation length from the complex wave number.
wave_number = np.sqrt(2 * (E + 1j * W))
L = wave_number.real / (2 * W)
L_simple = np.sqrt(2 * E) / (2 * W)


def detector_response(normal_energy, loss_function, source_depths=()):
    """Return depths, signal from each depth, and signals of direct sources.

    A unit source at the detector gives the response to every depth by
    reciprocity. Direct sources inside the solid check that reciprocity.
    """
    count = VACUUM_POINTS + int(round(14 * L / GRID))
    depth = (np.arange(count) - VACUUM_POINTS + 0.5) * GRID
    potential = np.where(depth < 0, U, -1j * loss_function(depth))
    bands = np.zeros((3, count), dtype=complex)
    bands[0, 1:] = -0.5 / GRID**2
    bands[2, :-1] = -0.5 / GRID**2
    bands[1] = 1 / GRID**2 + potential - normal_energy
    # Outgoing wave at the vacuum end; the deep end is a hard wall,
    # too far down for its reflection to matter.
    phase = np.arccos(1 - GRID**2 * (normal_energy - U))
    bands[1, 0] -= 0.5 * np.exp(1j * phase) / GRID**2
    places = [int(np.argmin(abs(depth - d))) for d in source_depths]
    sources = np.zeros((count, 1 + len(places)), dtype=complex)
    sources[0, 0] = 1
    for column, place in enumerate(places, start=1):
        sources[place, column] = 1
    waves = solve_banded((1, 1), bands, sources)
    signal = abs(waves[:, 0])**2
    direct = abs(waves[0, 1:])**2
    if places:
        assert np.allclose(direct, signal[places], rtol=1e-6, atol=0)
    return depth[VACUUM_POINTS:], signal[VACUUM_POINTS:], direct


def cumulative_share(signal):
    return np.cumsum(signal) / np.sum(signal)


def share_within(limit, depth, signal):
    return np.interp(limit, depth + GRID / 2, cumulative_share(signal))


def depth_for_share(share, depth, signal):
    return np.interp(share, cumulative_share(signal), depth + GRID / 2)


# Normal emission. The grid changes the decay length by about
# E * GRID**2 / 4 = 0.00023 in relative terms, which sets the tolerances.
depth, signal, direct = detector_response(
    E, lambda z: W + 0 * z, (0.5 * L, L, 3 * L))
L_wave = 2.5 * L / np.log(direct[0] / direct[2])
assert abs(L_wave / L - 1) < 5e-4
assert abs(L_simple / L - 1) < 1e-5

multiples = np.array([1.0, 2.0, 3.0])
formula_shares = 1 - np.exp(-multiples)
wave_shares = np.array([share_within(n * L, depth, signal) for n in multiples])
assert np.allclose(wave_shares, formula_shares, rtol=0, atol=5e-4)
d95 = L * np.log(20)
d95_wave = depth_for_share(0.95, depth, signal)
assert abs(d95_wave / d95 - 1) < 5e-4
mean_wave = np.sum(depth * signal) / np.sum(signal)
median_wave = depth_for_share(0.5, depth, signal)
assert abs(mean_wave / L - 1) < 5e-4
assert abs(median_wave / (L * np.log(2)) - 1) < 5e-4

# Oblique emission: the parallel wave number is conserved.
depth_o, signal_o, _ = detector_response(
    E * np.cos(theta)**2, lambda z: W + 0 * z)
oblique_share = share_within(L, depth_o, signal_o)
oblique_d95 = depth_for_share(0.95, depth_o, signal_o)
assert abs(oblique_share - (1 - np.exp(-1 / np.cos(theta)))) < 5e-4
assert abs(oblique_d95 / (d95 * np.cos(theta)) - 1) < 5e-4
outside_angle = np.degrees(np.arcsin(np.sqrt(E / (E - U)) * np.sin(theta)))

# Emitter density growing in proportion to depth breaks the 63 percent rule.
graded_share = share_within(L, depth, depth * signal)
assert abs(graded_share - (1 - 2 / np.e)) < 5e-4

# A film covers a substrate with a different absorption strength.
depth_f, signal_f, _ = detector_response(
    E, lambda z: np.where(z < film, W, W_substrate))
_, signal_bare, _ = detector_response(E, lambda z: W_substrate + 0 * z)
ratio = np.sum(signal_f[depth_f > film]) / np.sum(signal_bare)
ratio_formula = np.exp(-film / L)
assert abs(ratio / ratio_formula - 1) < 1e-3
thickness = L * np.log(1 / ratio)
wrong_thickness = L / np.log(20) * np.log(1 / ratio)
assert abs(thickness / film - 1) < 1e-3

print(f"Kinetic energy inside the solid: {energy_ev:.0f} eV")
print(f"Absorption strength W of solid and film: {loss_ev:.1f} eV")
print(f"Surface potential step: {step_ev:.1f} eV")
print(f"Kinetic energy: {E:.4f} hartree")
print(f"Absorption strength W: {W:.6f} hartree")
print(f"Real part of wave number: {wave_number.real:.4f} 1/bohr")
print(f"Attenuation length, formula: {L:.3f} bohr")
print(f"Attenuation length, formula: {L * BOHR_A:.2f} angstrom")
print(f"Attenuation length, wave equation: {L_wave * BOHR_A:.2f} angstrom")
for n, exact, numerical in zip(multiples, formula_shares, wave_shares):
    print(f"Share within {n:.0f} L, formula: {100 * exact:.2f} percent")
    print(f"Share within {n:.0f} L, wave: {100 * numerical:.2f} percent")
print(f"95 percent depth divided by L, formula: {d95 / L:.4f}")
print(f"95 percent depth, formula: {d95 * BOHR_A:.2f} angstrom")
print(f"95 percent depth, wave: {d95_wave * BOHR_A:.2f} angstrom")
print(f"Three attenuation lengths: {3 * L * BOHR_A:.2f} angstrom")
print(f"Mean depth of origin, wave: {mean_wave * BOHR_A:.2f} angstrom")
print(f"Median depth of origin, wave: {median_wave * BOHR_A:.2f} angstrom")
print(f"Oblique angle inside: {angle_deg:.1f} degrees")
print(f"Oblique angle in vacuum: {outside_angle:.1f} degrees")
print(f"Oblique share within L, wave: {100 * oblique_share:.2f} percent")
print(f"Oblique 95 percent depth, wave: {oblique_d95 * BOHR_A:.2f} angstrom")
print(f"Graded solid, share within L, wave: {100 * graded_share:.2f} percent")
print(f"Film thickness put in: {film_a:.1f} angstrom")
print(f"Substrate absorption strength: {substrate_loss_ev:.1f} eV")
print(f"Covered/bare substrate signal, wave: {ratio:.4f}")
print(f"Covered/bare substrate signal, formula: {ratio_formula:.4f}")
print(f"Film thickness recovered: {thickness * BOHR_A:.2f} angstrom")
print(f"Thickness by misconception: {wrong_thickness * BOHR_A:.2f} angstrom")
print("every check passed")
```

It prints:

```
Kinetic energy inside the solid: 1000 eV
Absorption strength W of solid and film: 2.0 eV
Surface potential step: 10.0 eV
Kinetic energy: 36.7493 hartree
Absorption strength W: 0.073499 hartree
Real part of wave number: 8.5731 1/bohr
Attenuation length, formula: 58.322 bohr
Attenuation length, formula: 30.86 angstrom
Attenuation length, wave equation: 30.86 angstrom
Share within 1 L, formula: 63.21 percent
Share within 1 L, wave: 63.22 percent
Share within 2 L, formula: 86.47 percent
Share within 2 L, wave: 86.47 percent
Share within 3 L, formula: 95.02 percent
Share within 3 L, wave: 95.02 percent
95 percent depth divided by L, formula: 2.9957
95 percent depth, formula: 92.46 angstrom
95 percent depth, wave: 92.43 angstrom
Three attenuation lengths: 92.59 angstrom
Mean depth of origin, wave: 30.86 angstrom
Median depth of origin, wave: 21.39 angstrom
Oblique angle inside: 60.0 degrees
Oblique angle in vacuum: 60.5 degrees
Oblique share within L, wave: 86.47 percent
Oblique 95 percent depth, wave: 46.23 angstrom
Graded solid, share within L, wave: 26.43 percent
Film thickness put in: 40.0 angstrom
Substrate absorption strength: 3.0 eV
Covered/bare substrate signal, wave: 0.2735
Covered/bare substrate signal, formula: 0.2736
Film thickness recovered: 40.01 angstrom
Thickness by misconception: 13.36 angstrom
every check passed
```
